\section*{Why Extra Valleys Can Favour Pairing in Doped Semiconductors}

\section{Counting states}

\textbf{Q:} I dope two semiconductors to the same carrier density. One has a single conduction valley, the other four. I am told that the second is the better candidate for superconductivity. What do the valleys change before any interaction is considered?

\textbf{A:} Take $N_v$ equivalent isotropic valleys of mass $m$ and fix the total density $n$. A valley filled to $k_F$ holds $2(4\pi k_F^3/3)/(2\pi)^3=k_F^3/(3\pi^2)$ electrons per volume, so
\begin{equation}
k_F=\left(\frac{3\pi^2 n}{N_v}\right)^{1/3},\qquad
N_1=\frac12\frac{d}{dE_F}\frac{k_F^3}{3\pi^2}=\frac{mk_F}{2\pi^2\hbar^2}.
\end{equation}
Here $E_F=\hbar^2k_F^2/2m$, and $N_1$ is the density of states per valley, spin and volume. Each valley has fewer states at the Fermi level than before, since $N_1\propto N_v^{-1/3}$, but the total $N_vN_1$ grows as $N_v^{2/3}$. The Fermi energy falls as $N_v^{-2/3}$, which will turn out to be a cost.

\section{Repulsion within a valley}

\textbf{Q:} More states should mean better screening. Does the Coulomb repulsion therefore drop?

\textbf{A:} At a given wave number $q$, each matrix element within a valley drops. A slowly varying potential energy $w$ changes the density by $-2N_vN_1w$. With background dielectric constant $\varepsilon$, that charge acts back through $e^2/(\varepsilon_0\varepsilon q^2)$. Solving $w=w_0-(\kappa^2/q^2)w$ gives
\begin{equation}
w=\frac{w_0}{1+\kappa^2/q^2},\quad
\kappa^2=\frac{2N_vN_1e^2}{\varepsilon_0\varepsilon},\quad
V_C(q)=\frac{e^2}{\varepsilon_0\varepsilon(q^2+\kappa^2)}.
\end{equation}
This is static Thomas--Fermi screening. Pairing needs the average of $V_C$ over the Fermi sphere. There $q^2=4k_F^2u$ with $u=(1-\cos\theta)/2$, and $u$ is uniform on $[0,1]$ because $\cos\theta$ is uniform. Using $N_1e^2/(\varepsilon_0\varepsilon)=\kappa^2/(2N_v)$ and $x=\kappa^2/(4k_F^2)$,
\begin{equation}
\mu_{\rm intra}=\frac{\kappa^2}{2N_v}\int_0^1\frac{du}{4k_F^2u+\kappa^2}
=\frac{x}{2N_v}\ln\!\left(1+\frac1x\right)<\frac1{2N_v}.
\label{muintra}
\end{equation}
The bound follows from $\ln(1+1/x)<1/x$ and belongs to Thomas--Fermi screening.

\textbf{Q:} So this dimensionless repulsion always falls when I add valleys?

\textbf{A:} No. Since $\kappa^2\propto N_vk_F$, we have $x\propto N_v/k_F\propto N_v^{4/3}n^{-1/3}$. Write $L=\ln(1+1/x)$, for which $dL/d\ln x=-1/(1+x)$. Treating $N_v$ as continuous,
\begin{align}
\frac{d\ln\mu_{\rm intra}}{d\ln N_v}
&=-1+\frac43\left[1-\frac1{(1+x)L}\right]\nonumber\\
&=\frac13\left[1-\frac4{(1+x)L}\right].
\end{align}
The repulsion falls if $(1+x)L<4$. The left side decreases with $x$, because its derivative is $L-1/x<0$, so the condition is $x>0.020$ for continuous $N_v$ (for the whole step from one valley to two, the starting value must exceed $0.013$). Below that, screening is so weak that the growing number of screening states does not compensate for the smaller momentum transfers, at which the Coulomb force is stronger. Low density favours the helpful side.

\section{Phonons that change the valley}

\textbf{Q:} The same screening must weaken the phonon attraction. What is gained?

\textbf{A:} It depends on which phonon. Let a long-wavelength phonon shift valley $a$ by $D_a$ per unit strain. All valleys contribute to the screening charge, so
\begin{equation}
w_a=D_a-\frac{\kappa^2}{N_vq^2}\sum_bw_b .
\end{equation}
Summing over $a$ gives $\sum_bw_b=N_v\bar D/(1+\kappa^2/q^2)$, where $\bar D$ is the valley average. Substituting back,
\begin{equation}
w_a=D_a-\bar D\,\frac{\kappa^2}{q^2+\kappa^2}.
\end{equation}
Only the average shift is screened; shifts that differ between valleys and sum to zero escape. I take equal shifts $D$ below. The coupling is then multiplied by $q^2/(q^2+\kappa^2)$, and the attraction, which contains two couplings, by the average of its square:
\begin{align}
S&=\int_0^1\left(1-\frac{x}{u+x}\right)^2du\nonumber\\
&=1-2x\ln\!\left(1+\frac1x\right)+\frac{x}{1+x}.
\end{align}

\textbf{Q:} And a phonon that carries an electron from one valley to another?

\textbf{A:} Its wave number $Q$ is comparable to the zone size. Consider valleys at the L points of an fcc crystal with lattice constant $a_0$. Any two differ by a vector equivalent to an X point, so $Q=2\pi/a_0$. The carriers do respond at $Q$: the perturbation mixes states near the Fermi level of one valley with those of another. For an ordered pair of valleys and wave vector $Q+p$, the response is
\begin{equation}
2\int\!\frac{d^3k}{(2\pi)^3}\,
\frac{f(k)-f(k+p)}{E(k+p)-E(k)}\;\xrightarrow{p\to0}\;2N_1,
\end{equation}
with $k$ measured from each valley centre. This is as large as the response of one valley at small $q$. If $M$ ordered pairs are linked by the same $Q$, the feedback argument gives
\begin{equation}
w=\frac{w_0}{1+\kappa_Q^2/Q^2},\qquad
\kappa_Q^2=\frac{2MN_1e^2}{\varepsilon_0\varepsilon_Q},
\end{equation}
where $\varepsilon_Q$ is the background constant at $Q$. The screening is weak because the Coulomb potential of the induced charge is divided by $Q^2$, not because the carriers fail to respond. I keep one Fourier component with unit overlap between valley states; a real crystal needs its form factors and local fields. This is a rough choice, since $Q$ and $-Q$ have equal length and equal overlap. In the four-valley example below, unit overlap at both lowers $T_c$ from $2.3$ to $0.3$ K, while standing-wave valley states $\sqrt2\cos(\mathbf L\cdot\mathbf r)$, with overlap $1/2$ at four wave vectors, raise it to $3.3$ K.

\textbf{Q:} How strong is the attraction?

\textbf{A:} Let a displacement $X$ of the intervalley mode give a coupling energy $D_QX$, with $D_Q$ an energy per length. In volume $\Omega$ and mass density $\rho$, the coupling to one quantum is $g=D_Q\sqrt{\hbar/(2\rho\Omega\omega)}$. For $N$ coupled electrons, completing the square gives
\begin{align}
H&=\hbar\omega\,b^\dagger b+gN(b+b^\dagger)\nonumber\\
&=\hbar\omega\left(b^\dagger+\frac{gN}{\hbar\omega}\right)\!
\left(b+\frac{gN}{\hbar\omega}\right)-\frac{g^2N^2}{\hbar\omega}.
\end{align}
The interaction of two electrons is $E(2)-2E(1)+E(0)=-2g^2/\hbar\omega=-D_Q^2/(\rho\Omega\omega^2)$. This static result is used for electrons within $\hbar\omega$ of the Fermi level. Dropping $1/\Omega$ by the usual normalization, multiplying by $N_1$ and counting the $N_v-1$ other valleys,
\begin{equation}
\lambda_{\rm inter}=\frac{(N_v-1)N_1D_Q^2}{\rho\omega^2(1+\kappa_Q^2/Q^2)^2}.
\label{laminter}
\end{equation}
At fixed $n$ the numerator grows as $(N_v-1)N_v^{-1/3}$. For an acoustic phonon of speed $c$, replace $D_Q$ by $Dq$ and $\omega$ by $cq$; $q$ cancels and $\lambda_{\rm intra}=N_1D^2S/(\rho c^2)$.

\section{The condition for pairing}

\textbf{Q:} Can Coulomb scattering also move a pair between valleys?

\textbf{A:} Yes, and it repels. In the same approximation,
\begin{equation}
\mu_{\rm inter}=\frac{(N_v-1)N_1e^2}{\varepsilon_0\varepsilon_Q(Q^2+\kappa_Q^2)}.
\end{equation}
The total repulsion $\mu=\mu_{\rm intra}+\mu_{\rm inter}$ therefore need not fall with $N_v$.

\textbf{Q:} How do all these terms enter the transition temperature?

\textbf{A:} Start from the linearized BCS gap equation with constant density of states,
\begin{equation}
\Delta_a(\xi)=-\sum_bN_1\!\int_0^{E_F}\!d\xi'\,V_{ab}(\xi,\xi')
\frac{\tanh(\xi'/2k_BT)}{\xi'}\Delta_b(\xi').
\end{equation}
A gap equal in all valleys adds every term in the sum. I use the intervalley phonon energy $\hbar\omega$ as the cutoff for both phonons, which is a simplification for the small acoustic part. The attraction is then $\lambda=\lambda_{\rm intra}+\lambda_{\rm inter}$ for energies below $\hbar\omega$, and the repulsion is $\mu$ up to $E_F$. If instead the valley gaps sum to zero, $\sum_{b\ne a}\Delta_b=-\Delta_a$ and the intervalley attraction opposes pairing.

Let the gap be $\Delta_1$ below $\hbar\omega$ and $\Delta_2$ above, and let $A$ and $B$ be the integrals of $\tanh(\xi/2k_BT)/\xi$ over the two ranges. Then
\begin{align}
\Delta_1&=(\lambda-\mu)A\Delta_1-\mu B\Delta_2,\\
\Delta_2&=-\mu A\Delta_1-\mu B\Delta_2 .
\end{align}
The second line gives $\Delta_2=-\mu A\Delta_1/(1+\mu B)$. Inserting it in the first,
\begin{equation}
1=A\left[\lambda-\mu+\frac{\mu^2B}{1+\mu B}\right]
=A(\lambda-\mu^*),\qquad \mu^*=\frac{\mu}{1+\mu B}.
\end{equation}
For $k_BT\ll\hbar\omega$ the hyperbolic tangent is unity in the upper range, so $B=\ln(E_F/\hbar\omega)$. In the lower range, integration by parts gives
\begin{equation}
A=\ln\frac{\hbar\omega}{2k_BT}-\int_0^\infty\!\frac{\ln z}{\cosh^2z}\,dz .
\end{equation}
Expanding $1/\cosh^2z$ in powers of $e^{-2z}$ gives
$\int_0^\infty z^s\cosh^{-2}z\,dz=2^{1-s}\Gamma(1+s)\eta(s)$, with $\eta(s)=\sum_{k\ge1}(-1)^{k+1}k^{-s}$ continued to $s=0$. There $\eta=1/2$ and, by Wallis's product, $\eta'=\frac12\ln(\pi/2)$. The derivative at $s=0$ is $-\ln2-\gamma+\ln(\pi/2)=\ln(\pi/4)-\gamma$, where $\gamma$ is Euler's constant. Thus $A=\ln[2e^\gamma\hbar\omega/(\pi k_BT)]$, and for $\lambda>\mu^*$
\begin{equation}
k_BT_c=\frac{2e^\gamma}{\pi}\hbar\omega\,
\exp\!\left(-\frac1{\lambda-\mu^*}\right).
\label{tc}
\end{equation}
If $\lambda\le\mu^*$, there is no transition to a gap that is equal in all valleys. The smaller $E_F$ of a many-valley material shortens the logarithm $B$ and makes $\mu^*$ larger.

\section{Numbers for one to four valleys}

\textbf{Q:} Which effect wins in an example with strong intervalley coupling?

\textbf{A:} Take round model parameters: $n=10^{27}\,\mathrm{m^{-3}}$, $m$ half the electron mass, $\varepsilon=20$, $\varepsilon_Q=10$, $a_0=0.60$ nm, $\rho=5000\,\mathrm{kg/m^3}$, $c=4000$ m/s, $\hbar\omega=0.030$ eV, $D=5$ eV and $D_Q=100$ eV/nm. Fewer than four valleys represent the same crystal with the others raised so far above the Fermi level that their response can be neglected. The phonon energy is held at $0.030$ eV in every row; this is an assumption, examined in the last section. For four valleys, $k_F=1.949$ and $\kappa=2.165\,\mathrm{nm^{-1}}$, so
\begin{align}
x&=\frac{2.165^2}{4\times1.949^2}=0.309,\\
\mu_{\rm intra}&=\frac{0.309}{8}\ln\!\left(1+\frac1{0.309}\right)=0.056,\\
\lambda_{\rm inter}&=0.2998\times0.8486=0.254 .
\end{align}
The factor $0.849$ is the intervalley screening; the intravalley factor is $S=0.344$. Adding $\lambda_{\rm intra}=0.011$ gives $\lambda=0.266$. With $\mu_{\rm inter}=0.030$ the total repulsion is $\mu=0.085$, and
\begin{equation}
\mu^*=\frac{0.0853}{1+0.0853\ln(0.2894/0.030)}=0.071 .
\end{equation}
Hence $\lambda-\mu^*=0.194$. The prefactor in Eq.~(\ref{tc}) is about 395 K, so $T_c\approx395\,e^{-5.15}\approx2.3$ K.

\begin{center}
\begin{tabular}{ccccc}
$N_v$ & $\lambda$ & $\mu$ & $\mu^*$ & model $T_c$ (K)\\
1 & 0.039 & 0.075 & 0.060 & none\\
2 & 0.137 & 0.081 & 0.066 & 0.0003\\
3 & 0.216 & 0.084 & 0.069 & 0.43\\
4 & 0.266 & 0.085 & 0.071 & 2.3
\end{tabular}
\end{center}

\textbf{Q:} The repulsion goes up, not down. Has screening by the extra valleys done anything?

\textbf{A:} It has kept the rise small. From one valley to four, $\mu_{\rm intra}$ falls from $0.075$ to $0.056$, but the new intervalley repulsion more than replaces the loss. Two controls at $N_v=4$ separate the causes. If each valley screens its intravalley repulsion alone, with all else unchanged, $\mu_{\rm intra}$ becomes $0.102$ and $T_c$ drops to $0.9$ K. If the intervalley phonon is removed, $\lambda-\mu^*=-0.060$ and pairing disappears. Since $\lambda_{\rm inter}\propto D_Q^2$, pairing with these parameters needs $D_Q>100\sqrt{0.060/0.254}\approx49$ eV/nm; below that value this model has no pairing. This threshold, and the entry ``none'' for one valley, rest on the equal acoustic shifts $D$. L valleys also have a shear deformation potential $\Xi_u$. With $\Xi_u=16$ eV, the same average shift and the transverse sound speed set equal to $c$, the acoustic $\lambda$ becomes $0.126$ for one valley and $0.085$ for four. Both exceed $\mu^*$, though with $T_c$ of $10^{-4}$ K or less, and the four-valley $T_c$ with the intervalley phonon rises to about 9 K. In this example the intervalley attraction is what makes pairing possible, and the other valleys' screening of the intravalley repulsion raises $T_c$. The first control leaves the phonon couplings as they were, so it does not give the net effect of screening, which also weakens the attraction. If each valley screens its own repulsion and acoustic coupling alone and nothing is screened at $Q$, $T_c$ is $4.1$ K, so in this example the screening added by the other valleys lowers $T_c$ on balance.

\textbf{Q:} Why is intervalley screening slightly weaker for three valleys than for two?

\textbf{A:} With three L valleys, each $Q$ still links one pair, so $M=2$ in both cases, while $N_1$ is smaller for three. With four, $M=4$ and the screening increases.

\section{Where the argument weakens}

\textbf{Q:} Would you trust the 2.3 K?

\textbf{A:} Not as a prediction. A diagonalization of the gap equation in valley and energy space reproduces it, but that tests the solution and not the model. Static screening is used for energy transfers up to $E_F=0.29$ eV, although the plasma energy is only $0.37$ eV, so the carriers cannot be assumed to follow such fast changes. Mass enhancement is missing. If it divides $\lambda-\mu^*$ by $1+\lambda$, $T_c$ is multiplied by $\exp[-\lambda/(\lambda-\mu^*)]\approx0.25$. Replacing Thomas--Fermi by Lindhard screening raises $\mu_{\rm intra}$ from $0.056$ to $0.059$. Averaging the intervalley Coulomb term over finite pockets changes it by about 1\% at fixed $\kappa_Q$. Letting the pair response fall with $p$ raises both this term and $\lambda_{\rm inter}$ by about 3\% and moves $T_c$ to $2.8$ K. The form factors at $Q$ and the value of $D_Q$ are material questions that this model leaves open. A larger omission is the action of the carriers on the phonon. The same response that screens at $Q$ lowers $\omega^2$ there by $2MN_1D_Q^2/[\rho(1+\kappa_Q^2/Q^2)]$, which is $0.48$, $0.42$ and $0.74$ of $\omega^2$ for two, three and four valleys, so one crystal cannot keep the same $\omega$ in every row of the table. If $0.030$ eV is the energy without carriers, $\lambda_{\rm inter}$ for four valleys rises to about $0.68$, beyond weak coupling, and the lattice becomes unstable at $D_Q\approx117$ eV/nm. If it is the softened energy at $Q$ for four valleys, $T_c$ is about $1.1$ K for four valleys and $0.008$ K for three.

\textbf{Q:} Then should I go to very low density, where screening by the valleys is most effective?

\textbf{A:} That loses the attraction. As $n$ falls at fixed $N_v$, the unscreened $\lambda_{\rm inter}$ decreases as $n^{1/3}$, while $x$ grows and $\mu_{\rm intra}$ rises towards $1/(2N_v)$. The Fermi energy also approaches $\hbar\omega$, which removes the reduction from $\mu$ to $\mu^*$ and then invalidates the two-range gap equation. Adding valleys without limit at fixed $n$ also brings $E_F\propto N_v^{-2/3}$ down to the phonon energy, where the two-range gap equation no longer applies. Within this model, the favourable case has several valleys, an intervalley coupling that is strong but short of the value at which the phonon at $Q$ goes soft, and enough carriers to keep $E_F$ well above the phonon energy. The numerical output below gives the intermediate values.

\section*{Computed values}
\begin{verbatim}
density n = 1.0e+27 m^-3
mass = 0.50 electron masses
dielectric constants: small q 20, at Q 10
lattice constant = 0.60 nm
Q = 10.472 nm^-1
mass density = 5000 kg/m^3, sound speed = 4000 m/s
phonon energy = 0.030 eV
acoustic deformation potential = 5.0 eV
intervalley deformation potential = 100 eV/nm
plasma energy = 0.371 eV
nv | kF nm^-1 | EF eV | N1, nv*N1 in 1/(eV nm^3) per spin
1 | 3.094 | 0.7293 | 1.0284, 1.0284
2 | 2.455 | 0.4594 | 0.8162, 1.6325
3 | 2.145 | 0.3506 | 0.7131, 2.1392
4 | 1.949 | 0.2894 | 0.6478, 2.5914
nv | kappa nm^-1 | x | linked pairs M | kappa_Q^2/Q^2
1 | 1.364 | 0.0486 | 0 | 0.0000
2 | 1.719 | 0.1225 | 2 | 0.0539
3 | 1.967 | 0.2103 | 2 | 0.0471
4 | 2.165 | 0.3086 | 4 | 0.0855
nv | screening factor of attraction: intravalley, intervalley
1 | 0.7478, none
2 | 0.5664, 0.9004
3 | 0.4377, 0.9121
4 | 0.3441, 0.8486
nv | lambda intra, inter unscreened, inter screened, total
1 | 0.0385, 0.0000, 0.0000, 0.0385
2 | 0.0231, 0.1259, 0.1134, 0.1365
3 | 0.0156, 0.2200, 0.2006, 0.2163
4 | 0.0112, 0.2998, 0.2544, 0.2656
nv | mu intra, inter, total | mu*
1 | 0.0746, 0.0000, 0.0746 | 0.0603
2 | 0.0678, 0.0128, 0.0806 | 0.0661
3 | 0.0613, 0.0225, 0.0838 | 0.0695
4 | 0.0557, 0.0295, 0.0853 | 0.0715
nv | lambda - mu* | model Tc in K
1 | -0.0218 | no pairing
2 | 0.0704 | 2.692e-04
3 | 0.1468 | 4.339e-01
4 | 0.1941 | 2.286e+00
nv=4 Tc from diagonalized gap equation = 2.2858 K
nv=1 largest gap eigenvalue at 1e-6 K = 0.1626
nv=4 mu intra with Lindhard screening = 0.0591
nv=4 intervalley Coulomb average / value at Q = 1.014
threshold x = 0.02023; density for nv=1: 1.39e+28 m^-3
nv=4, no intervalley phonon: lambda - mu* = -0.0603
nv=4, own-valley screening only: mu intra = 0.1017
  then lambda - mu* = 0.1644, Tc = 0.902 K
\end{verbatim}
